# Why hydrogen clears dangling-bond levels from a silicon nanocrystal's gap

A model nanocrystal of 35 silicon atoms with a bare surface has 36 levels inside the 4.0 eV gap of the corresponding bulk crystal. Attach 36 hydrogen atoms, one to each broken bond, and the number of levels in that gap becomes zero. Yet nothing has been taken away. The bare cluster has 140 orbitals and the hydrogenated one has 176, so there are 36 more levels than before. How does adding levels empty the gap?

The short answer is that each hydrogen orbital combines with a dangling orbital, and the two resulting levels move apart, one downward and one upward. This answer is incomplete, because two levels that repel may still both lie in the gap. What must be explained is how strong the coupling has to be, and why the result survives when every surface orbital is also coupled to the rest of the crystal.

## The network and its gap

Give each silicon atom four orthonormal $sp^3$ hybrids pointing to its four neighbour positions, and measure energies from the hybrid energy. Two hybrids on the same atom are coupled by $-A$, and the two hybrids that face each other in a Si–Si bond by $-B$, with $A,B>0$. Electrons are independent, and the atoms stay on diamond-lattice sites. The values $A=0.8$ eV and $B=3.6$ eV are round model parameters; they give a gap much wider than that of real silicon.

On one atom the Hamiltonian is $-A(J-1)$, where $J$ is the $4\times4$ matrix of ones. The eigenvalues of $J$ are 4, once, and 0, three times. The atomic energies are therefore

$$-A(4-1)=-3A,\qquad -A(0-1)=+A .$$

The first belongs to the equal sum of the hybrids, which is $s$-like. The other three belong to combinations whose amplitudes sum to zero, which are $p$-like. A single bond has a bonding level $-B$ and an antibonding level $+B$.

In the bulk, the bonding orbitals span half of the state space. A normalized state built from them has bond energy $-B$ and atomic energy at most $A$, hence total energy at most $A-B$. A state built from antibonding orbitals has energy at least $B-3A$. By the min-max principle, explained below, half of the levels lie at or below the first value and half at or above the second. Both values are reached at zero wavevector: by $p$-like atomic states joined in a bonding way, and by $s$-like states joined in an antibonding way. The band edges are

$$a=A-B=-2.8\ \text{eV},\qquad b=B-3A=1.2\ \text{eV}.$$

## One broken bond and one hydrogen

Represent hydrogen by one orbital at energy $h$, coupled by $-V$ to the hybrid it saturates. Without the rest of the crystal, the pair has the Hamiltonian

$$\begin{pmatrix}0&-V\\-V&h\end{pmatrix},\qquad E^2-hE-V^2=0,$$

with levels

$$E_\pm=\frac h2\pm\sqrt{\frac{h^2}{4}+V^2}.$$

With $h=-0.4$ eV and $V=4.0$ eV these are $-4.205$ and $3.805$ eV, on either side of the gap.

It will prove useful to ask when the Si–H levels lie at least as far out as the Si–Si bond levels $\mp B$. The requirement $E_+\ge B$ reads $\sqrt{h^2/4+V^2}\ge B-h/2$. If the right side is positive, squaring and cancelling $h^2/4$ gives $V^2\ge B(B-h)$. If it is negative, the requirement holds automatically, and so does the squared form, since then $B-h<0$. In the same way $E_-\le-B$ gives $V^2\ge B(B+h)$. Both hold together when

$$V^2\ge B\,(B+|h|). \tag{1}$$

Here the right side is $3.6\times4.0=14.4\ \text{eV}^2$, so $V$ must be at least 3.79 eV. The chosen 4.0 eV satisfies this. The detuning $|h|$ enters because a distant level repels less effectively.

## Why the rest of the crystal does not spoil the result

Consider a cluster of any shape with $N$ bonds, counting Si–Si and Si–H bonds together, and $D$ hybrids left bare. Its state space has dimension $2N+D$. Choose as basis the $N$ bonding orbitals, the $N$ antibonding orbitals and the $D$ bare hybrids. The bond part of the Hamiltonian is diagonal in this basis. If (1) holds, its bonding energies are at most $-B$, its antibonding energies are at least $B$, and bare hybrids have energy 0.

The atomic part mixes these orbitals, but its effect is bounded. If a normalized state has weight $w\le1$ on silicon, its atomic energy lies between $-3Aw$ and $Aw$, and therefore between $-3A$ and $A$.

The min-max principle turns such bounds into a count of levels. Suppose every normalized state in an $m$-dimensional subspace has energy at most $x$. Then at least $m$ eigenvalues are at most $x$. Otherwise the eigenvectors with eigenvalues above $x$ would span more than $n-m$ of the $n$ dimensions, and would share a nonzero vector with the subspace. That vector would have mean energy above $x$, a contradiction. Reversing the inequalities gives the corresponding statement for lower bounds.

Apply this to four subspaces:

- bonding orbitals: $N$ levels lie at or below $-B+A$;
- bonding orbitals and bare hybrids: $N+D$ levels lie at or below $A$;
- antibonding orbitals: $N$ levels lie at or above $B-3A$;
- antibonding orbitals and bare hybrids: $N+D$ levels lie at or above $-3A$.

Order all $2N+D$ levels by energy. The first $N$ are at or below the valence edge $a$, and the last $N$ are at or above the conduction edge $b$. The $D$ levels between them lie in the interval $[-3A,A]$. This interval is inside the gap if $-3A>A-B$ and $A<B-3A$. Both inequalities say the same thing:

$$B>4A. \tag{2}$$

With the present numbers, $3.6>3.2$. Under (1) and (2), the number of levels strictly inside the gap equals the number of bare hybrids. Condition (2) is needed only to place the bare-hybrid levels: for full hydrogenation, $D=0$, condition (1) alone empties the gap whenever a gap exists, that is for $B>2A$.

This resolves the opening puzzle. Attaching a hydrogen changes $N$ to $N+1$ and $D$ to $D-1$. One more level lies below the gap, one more lies above it, and one fewer lies inside. The total rises by $1+1-1=1$, as it must when one orbital is added. The proof uses neither symmetry nor a particular surface. The count was also tested on twelve irregular, partly hydrogenated clusters, and it held in each.

Condition (2) cannot be relaxed for general surfaces. Take an atom with two bare hybrids $d_1$ and $d_2$, and form $(|d_1\rangle-|d_2\rangle)/\sqrt2$. Its couplings to the other two hybrids cancel, and the coupling between $d_1$ and $d_2$ gives it energy $+A$. It is an exact eigenstate. If $B<4A$, this level lies above the conduction edge $B-3A$, and the count in the gap fails. In the 35-atom cluster, the six outermost atoms, on the cubic axes, each have two bare hybrids. The highest bare gap level is indeed at 0.800 eV, equal to $A$. The lowest is at $-0.90$ eV, well inside the bound $-3A=-2.4$ eV, which an isolated atom would reach.

## Where the electrons go

Each silicon atom brings four electrons, one per hybrid, and each hydrogen brings one. Every bond therefore accounts for two electrons and every bare hybrid for one, a total of $2N+D$ in a neutral cluster. The $N$ levels below the gap take $2N$ of them. The remaining $D$ electrons must be placed in $D$ gap levels, which can hold $2D$.

The bare 35-atom cluster has $N=52$ and $D=36$, hence $2\times52+36=140$ electrons and a half-filled set of gap levels. These levels can accept an electron or give one up, which is why they can act as traps. After full hydrogenation, $N=52+36=88$ and $D=0$. The 176 electrons fill the 88 lower levels, and the gap separates filled levels from empty ones. Pairing the electrons alone would not ensure this: as shown next, a weakly bound hydrogen can leave a doubly filled level inside the gap.

## The exact threshold for one hydrogen

Condition (1) is sufficient, but it may ask for more coupling than is needed. For a single added site the threshold can be found exactly. Let $H_0$ describe the cluster before this hydrogen is attached, and let $|d\rangle$ be the bare hybrid. Write the new eigenstate as a cluster part $|\psi\rangle$ and an amplitude $c$ on hydrogen. The eigenvalue equations are

$$(E-H_0)|\psi\rangle=-Vc\,|d\rangle,\qquad (E-h)c=-V\langle d|\psi\rangle .$$

Solve the first for $|\psi\rangle$ and project on $|d\rangle$:

$$\langle d|\psi\rangle=-Vc\,G(E),\qquad G(E)=\sum_n\frac{|\langle d|n\rangle|^2}{E-E_n},$$

where $E_n$ and $|n\rangle$ are the levels and states of $H_0$. Inserting this in the second equation turns its right side into $+V^2G\,c$. For $c\ne0$,

$$s(E)\equiv E-h-V^2G(E)=0. \tag{3}$$

States of $H_0$ with no amplitude on $d$ are unaffected and appear in both spectra. Between the poles of $G$,

$$s'(E)=1+V^2\sum_n\frac{|\langle d|n\rangle|^2}{(E-E_n)^2}>0,$$

so $s$ rises steadily. At each pole it jumps from $+\infty$ to $-\infty$. It starts negative at $E\to-\infty$. Going up in energy, one therefore meets alternately a zero of $s$, which is a new level, and a pole, which is an old level. Hence the number of new levels below $E$ exceeds the number of old ones by 1 if $s(E)>0$, and by 0 if $s(E)<0$.

Let $H_0$ have one gap level. After the hydrogen is attached, the number in the gap is 1, plus 1 if $s(b)>0$, minus 1 if $s(a)>0$. It is zero only if $s(a)>0$ and $s(b)<0$. For $a<h<b$, with $G(a)<0<G(b)$, these conditions become $V>V_a$ and $V>V_b$, where

$$V_a^2=\frac{h-a}{-G(a)},\qquad V_b^2=\frac{b-h}{G(b)}. \tag{4}$$

If a level of $H_0$ coincides with an edge, $G$ is taken just inside the gap.

For the example, hydrogenate the 35-atom cluster with $V=4.0$ eV everywhere except at one hybrid, on an atom whose other three hybrids are bonded to silicon. There are two inequivalent kinds of such atom, twelve of each. The one used here is of the kind farther from the centre; the other kind gives thresholds within 0.01 eV of those below. The calculated $G(a)=-0.2797$ and $G(b)=0.6477\ \text{eV}^{-1}$ give

$$V_a=\sqrt{\frac{2.4}{0.2797}}=2.93\ \text{eV},\qquad V_b=\sqrt{\frac{1.6}{0.6477}}=1.57\ \text{eV}.$$

Diagonalization just below and just above each value confirms that one level leaves the gap there. Below 1.57 eV the gap holds two levels. Between the thresholds the antibonding level has gone, but the bonding one remains: at $V=2.15$ eV it lies at $-2.17$ eV, and the electron count makes it doubly filled. Above 2.93 eV the gap is empty. The lower edge is the harder one to clear because the dangling level and the hydrogen level both lie closer to the conduction edge.

## How good is the two-level picture?

The dangling level of this cluster is at $E_d=-0.004$ eV, almost at the energy of a free hybrid, although it is coupled to three back bonds. Perturbation theory in $A/B$ shows why. Each neighbouring hybrid is an equal mixture of a bonding orbital at $-B$ and an antibonding one at $+B$, so $d$ couples to each of these with strength $A/\sqrt2$. The second-order shift is

$$3\,\frac{A^2}{2}\left(\frac1{0+B}+\frac1{0-B}\right)=0 .$$

The upward and downward pushes cancel. The losses of weight do not cancel. To leading order the weight remaining on $d$ is

$$1-3\,\frac{A^2}{2}\left(\frac1{B^2}+\frac1{B^2}\right)=1-\frac{3A^2}{B^2}=0.85,$$

and diagonalization also gives 0.85.

If the dangling state were confined to $d$, the Green function would be $1/(E-E_d)$, and (4) would become

$$V_a^2\simeq(h-a)(E_d-a),\qquad V_b^2\simeq(b-h)(b-E_d).$$

These estimates give 2.59 and 1.39 eV, both about 12% below the exact thresholds. Most of the error comes from the missing weight. Replacing the numerator 1 by the calculated weight 0.8526 divides each estimate by $\sqrt{0.8526}=0.923$ and gives 2.81 and 1.50 eV, about 4% too low. The rest comes from the band states. At the valence edge, the valence levels contribute to $G$ with the opposite sign to the dangling level, and they outweigh the more distant conduction levels, which contribute with the same sign; at the conduction edge the roles are reversed. In physical terms, the nearer band repels the departing level back into the gap, so a stronger coupling is needed.

## The new levels are spread over the bands

It is tempting to imagine one sharp Si–H level below the gap and another above it. To see what happens, let $|\beta\rangle=c_d|d\rangle+c_H|H\rangle$ be the bonding orbital of an isolated pair. In the full cluster, $d$ also couples to the three other hybrids $|j\rangle$ of its atom, so

$$H|\beta\rangle=E_-|\beta\rangle-A\,c_d\sum_{j=1}^{3}|j\rangle .$$

The last term is orthogonal to $|\beta\rangle$. The mean energy of the orbital is therefore still $E_-$, and its variance is the squared norm of that term:

$$(\Delta E)^2=3A^2c_d^2 .$$

The first row of the pair equation gives $c_H=-E_-c_d/V$, and normalization then gives

$$c_d^2=\frac{V^2}{V^2+E_-^2}=\frac{16.0}{16.0+17.7}=0.475 .$$

The spread is $\sqrt{3\times0.475}\times0.8=0.955$ eV. A single eigenstate would have zero spread. The bonding orbital is thus shared among several cluster states, with 99.3% of its weight below the gap. The antibonding orbital has mean energy 3.805 eV, spread 1.00 eV and 99.1% of its weight above the gap. What hydrogen moves out of the gap is spectral weight centred at $E_\pm$. The counting theorem ensures that no eigenvalue is left behind.

## Adding a site is not enough

Set $V=0$ for all 36 hydrogens. The gap of the 35-atom cluster then holds 72 levels: 36 dangling levels and 36 hydrogen levels at $-0.4$ eV. Passivation by mere presence would make matters worse. As all the couplings are raised together, the number changes as follows:

| $V$ (eV) | 0 | 1 | 2 | 3 | 4 |
|---|---|---|---|---|---|
| gap levels | 72 | 66 | 42 | 0 | 0 |

The first six departures can be identified. On each of the six atoms with two hydrogens, the out-of-phase pair of hybrids, at energy $A$, couples only to the out-of-phase pair of hydrogen orbitals, at $h$. The resulting levels are exact:

$$\frac{A+h}{2}\pm\sqrt{\left(\frac{A-h}{2}\right)^2+V^2}.$$

At $V=1$ eV they are $0.20\pm1.17$ eV. The upper one, 1.37 eV, is above the conduction edge, and six such levels account for the drop from 72 to 66. At $V=2$ eV there are still 42 levels, more than the 36 of the bare cluster. At $V=3$ eV the gap is already empty, although (1) asks for 3.79 eV; this shows that (1) is not a necessary condition.

The second control keeps $V=4.0$ eV but places the added sites at $h=12$ eV. Condition (1) would now require $\sqrt{3.6\times15.6}=7.5$ eV. The lower pair level is at $6-\sqrt{36+16}=-1.2$ eV, inside the gap, and the cluster retains 36 gap levels. For a very distant site, expanding the square root gives

$$E_-\simeq-\frac{V^2}{h}\qquad(h\gg V),$$

which tends to zero. The dangling level is then pushed only slightly. Hydrogen works in this model because its coupling is large enough for its detuning. The small value $h=-0.4$ eV is a model choice: atomic term values put the hydrogen level about 5 eV below the silicon hybrid, so what should be carried over is the competition between $V$ and $|h|$ seen in (1), not a near match of levels.

## The gap that remains

The hydrogenated clusters have gaps of 4.43 eV for 35 silicon atoms and 4.29 eV for 87, both above the bulk 4.00 eV. The whole increase is at the conduction edge, which lies at 1.63 and 1.49 eV instead of 1.20 eV. To reach the bulk value, a state would have to be $s$-like on every atom and have no weight on hydrogen. A surface atom would then have zero amplitude on its hydrogenated hybrid, hence on all four hybrids, and the bonds would pass this zero on to the whole cluster. So the surface raises the edge.

The highest filled level stays at $-2.80$ eV in both clusters. Take the six bonds of a closed ring of atoms and give their bonding orbitals alternating signs. On every ring atom the two amplitudes cancel in the sum, so the state is $p$-like there, with atomic energy $+A$ and bond energy $-B$. It is an exact eigenstate at $A-B$ in every cluster, large or small, that contains such a ring. This absence of valence confinement is a feature of the simple network and should not be carried over to real silicon.

Nor should the strict level count be carried over without care. Condition (2) makes the gap, $2B-4A$, larger than the $s$–$p$ splitting $4A$, which is far from the real material. Surface relaxation, bonding between neighbouring broken bonds, charging and electron interaction are also absent. The criterion based on (3) is more general: it holds for any independent-electron cluster to which one orbital, orthogonal to those of the cluster, is attached through one hybrid. It asks whether, at each gap edge, the coupling is strong enough to carry a level past that edge. The main computed values are collected in the numerical output below.

## Table of computed values

```
A, B, h, V = 0.8, 3.6, -0.4, 4.0 eV
bulk valence edge    = -2.8000 eV
bulk conduction edge = 1.2000 eV
bulk gap             = 4.0000 eV
Si-H pair: bonding level     = -4.2050 eV
Si-H pair: antibonding level = 3.8050 eV
sufficient coupling sqrt(B(B+|h|)) = 3.7947 eV
Cluster of 35 Si: Si-Si bonds = 52, dangling hybrids = 36
  electrons: bare = 140, passivated = 176
  levels in bulk gap: bare = 36, passivated = 0
  bare gap levels from -0.8995 to 0.8000 eV
  passivated: highest filled = -2.8000 eV, lowest empty = 1.6307 eV
  passivated gap = 4.4307 eV
Cluster of 87 Si: Si-Si bonds = 136, dangling hybrids = 76
  electrons: bare = 348, passivated = 424
  levels in bulk gap: bare = 76, passivated = 0
  bare gap levels from -0.9259 to 0.8000 eV
  passivated: highest filled = -2.8000 eV, lowest empty = 1.4928 eV
  passivated gap = 4.2928 eV
irregular clusters obeying the count = 12 of 12
One hydrogen missing from the 35-atom cluster:
  dangling level = -0.0037 eV, weight on hybrid = 0.8526
  G at valence edge = -0.2797 /eV, at conduction edge = 0.6477 /eV
  V to clear conduction edge: exact = 1.5717 eV, two-level = 1.3878 eV
  V to clear valence edge: exact = 2.9293 eV, two-level = 2.5906 eV
  at V = 2.1457 eV the remaining gap level = -2.1742 eV
Si-H bonding orbital: weight on Si = 0.4750, mean = -4.2050 eV
  spread = 0.9550 eV, weight below gap = 0.9929
Si-H antibonding orbital: weight on Si = 0.5250, mean = 3.8050 eV
  spread = 1.0040 eV, weight above gap = 0.9909
Gap levels of the 35-atom cluster with all hydrogens, against V:
  V = 0.0 eV: 72 levels
  V = 1.0 eV: 66 levels
  V = 2.0 eV: 42 levels
  V = 3.0 eV: 0 levels
  V = 4.0 eV: 0 levels
added sites at 12.0 eV, V = 4.0 eV: 36 gap levels
```
